# When dopant-vacancy pairs add their full binding energy to conduction

Take a model fluorite oxide in which an oxygen vacancy migrates with energy $H_m=0.60$ eV and binds to a dopant with energy $E=0.40$ eV. Let there be 0.005 vacancies per cation. If divalent dopants introduced them, the mean activation energy for conduction between 500 and 700 K is 0.786 eV, close to $H_m+E/2=0.800$ eV. If trivalent dopants introduced them, it is 0.984 eV, close to $H_m+E=1.00$ eV. The energies and the number of vacancies are the same in both cases. What differs is the number of dopants per vacancy.

The second case is a counter-example to the rule that association adds half the binding energy to the activation energy.

## The model

The host cation is tetravalent. Relative to the perfect lattice, a trivalent dopant has charge $-1$, a divalent dopant $-2$, and an oxygen vacancy $+2$, in units of the elementary charge. Let $c$ be the number of dopants and $n$ the total number of vacancies, both per cation site. With no other charged defects, neutrality requires

$$
c=2n\ \text{(trivalent)},\qquad c=n\ \text{(divalent)}.
$$

The dopants are immobile. Each has $z=8$ nearest oxygen sites and can bind one vacancy on any of them, forming a simple pair. The dopants are taken to be far enough apart that no oxygen site adjoins two of them. This is an idealisation. Each cation shares oxygen sites with twelve cation neighbours, so for random placement a fraction $1-(1-c)^{12}$ of the dopants has a dopant neighbour: about 6% at $c=0.005$, 11% at $c=0.010$ and 22% at $c=0.020$. There are two oxygen sites per cation, so $g=2-8c$ sites per cation lie away from dopants. A vacancy there is free and has energy zero; a bound vacancy has energy $-E$.

Let $v$ be the number of free vacancies, $p$ the number of pairs and $m$ the number of unpaired dopants, again per cation. Counting vacancies and dopants gives

$$
p=n-v,\qquad m=c-p=c-n+v .
$$

Only free vacancies are taken to carry long-range current, all with the same migration energy. This is an assumption about transport. By the Nernst-Einstein relation, the conductivity $\sigma$ then obeys

$$
\sigma T=A\,v\,e^{-H_m/kT},
$$

with $A$ independent of temperature. Writing $\beta=1/kT$, the activation energy is

$$
E_a=-\frac{d\ln(\sigma T)}{d\beta}=H_m-\frac{d\ln v}{d\beta}.
$$

The last term is the contribution of association.

## Equilibrium between free and bound vacancies

Consider a crystal with $N_d$ dopants, $N_g$ sites away from them, $P$ pairs and $F$ free vacancies. The statistical weight of this division is

$$
w(F)=\binom{N_d}{P}z^P e^{PE/kT}\binom{N_g}{F}.
$$

The factors count the choice of occupied dopants, the site beside each, the Boltzmann factor, and the choice of free sites. Releasing one vacancy changes $P$ to $P-1$ and $F$ to $F+1$, so

$$
\frac{w(F+1)}{w(F)}=\frac{P}{N_d-P+1}\,\frac{e^{-E/kT}}{z}\,\frac{N_g-F}{F+1}.
$$

At the most probable division this ratio is one. For large numbers the added ones can be dropped, and for few free vacancies $N_g-F\approx N_g$. Dividing by the number of cations gives the law of mass action:

$$
\frac{vm}{p}=K,\qquad K=\frac{g}{z}e^{-E/kT}. \tag{1}
$$

A temperature-independent vibrational entropy of binding would multiply $K$ by a constant and leave $d\ln K/d\beta=-E$ unchanged.

## The counter-example in numbers

Inserting $m$ and $p$ in (1) gives $v(c-n+v)=K(n-v)$, or

$$
v^2+bv-Kn=0,\qquad b=c-n+K.
$$

The product of the roots is $-Kn<0$, so one root is positive:

$$
v=\frac{-b+\sqrt{b^2+4Kn}}{2}=\frac{2Kn}{b+\sqrt{b^2+4Kn}}.
$$

The second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4Kn}$.

For trivalent doping, $c=0.010$ and $n=0.005$. At 500 K, $K=2.230\times10^{-5}$, so $b=0.005022$ and

$$
v=\frac{2(2.230\times10^{-5})(0.005)}{0.005022+0.005067}=2.21\times10^{-5}.
$$

Only 0.44% of the vacancies are free, and $v$ is nearly equal to $K$. The reason is visible in (1). Almost every vacancy is paired, so $p\approx n$; but half the dopants have no partner, so $m\approx n$ as well. These factors cancel, and $v\approx K\propto e^{-E/kT}$. The whole binding energy appears in the exponent.

For divalent doping with the same $n$, $c=0.005$ and $c-n=0$. Every unpaired dopant is now matched by a free vacancy: $m=v$. Equation (1) becomes $v^2=Kp\approx Kc$, so $v\approx\sqrt{Kc}\propto e^{-E/2kT}$. At 500 K the free fraction is 6.5%, about fifteen times the trivalent value. Real dopants of different charge would generally have different binding energies; the common $E$ isolates the effect of counting.

## General statement

For simple pairs governed by (1), the activation energy at any temperature is

$$
E_a=H_m+fE,\qquad f=\frac{1}{1+v/m+v/p}. \tag{2}
$$

As $T\to0$ within this model,

- $f\to1$ if dopants outnumber vacancies, $c>n$;
- $f\to\tfrac12$ if they are equal in number, $c=n$;
- $f\to0$ if vacancies outnumber dopants, $c<n$.

With trivalent or divalent dopants, the third case requires another source of vacancies, such as a second dopant that does not bind them.

**Proof.** The logarithm of (1) is $\ln v+\ln m-\ln p=\ln K$. At fixed composition, $dm=dv$ and $dp=-dv$. Differentiation therefore gives

$$
\left(\frac1v+\frac1m+\frac1p\right)\frac{dv}{d\beta}=-E.
$$

Since $dv/d\beta=v\,d\ln v/d\beta$, this becomes

$$
-\frac{d\ln v}{d\beta}=\frac{E}{1+v/m+v/p},
$$

which proves (2). For the limits, note that $K\to0$ as $T\to0$.

If $c>n$, then $m\ge c-n$ and $p\le n$, so $v=Kp/m\le Kn/(c-n)\to0$. Hence $p\to n$, both ratios in (2) vanish, and $f\to1$.

If $c=n$, then $m=v$ and $v^2=Kp\le Kn\to0$. Thus $v/m=1$, $v/p\to0$, and $f\to\tfrac12$.

If $c<n$, then $v=n-c+m\ge n-c$. Since $p\le c$, $m=Kp/v\le Kc/(n-c)\to0$. Thus $v/m\to\infty$ and $f\to0$. $\square$

A small excess of dopants produces two regimes. While $c-n\ll v\ll n$, the excess is negligible in $m$, so $m\approx v\approx\sqrt{Kn}$ and $f\approx\tfrac12$. On further cooling $\sqrt{Kn}$ falls below $c-n$, the excess fixes $m$, and $f$ rises towards one.

## Between the limits

Let $\alpha=v/n$ be the free fraction. For trivalent dopants, $m=n(1+\alpha)$ and $p=n(1-\alpha)$, so

$$
\frac vm+\frac vp=\frac{\alpha}{1+\alpha}+\frac{\alpha}{1-\alpha}=\frac{2\alpha}{1-\alpha^2},
\qquad
f=\frac{1-\alpha^2}{1+2\alpha-\alpha^2}.
$$

This falls steadily from one towards zero as $\alpha$ rises from zero to one. Setting $f=\tfrac12$ gives $2\alpha=1-\alpha^2$, whose positive solution is $\alpha=\sqrt2-1\approx0.414$. At that point $\alpha^2=1-2\alpha$, so $\alpha(1+\alpha)=1-\alpha$ and

$$
K=\frac{vm}{p}=n\frac{\alpha(1+\alpha)}{1-\alpha}=n=\frac c2.
$$

Substituting for $K$ and taking the logarithm gives the temperature

$$
T^*=\frac{E}{k\ln(2g/zc)},
$$

provided $2g>zc$. Here $T^*\approx1199$ K. Since $K/n=\alpha(1+\alpha)/(1-\alpha)$ increases with $\alpha$, and $K$ increases with $T$, the half contribution occurs at this one temperature. It is a point on a falling curve: the association term is 0.396 eV at 500 K, 0.288 eV at 900 K and 0.146 eV at 1500 K.

For divalent dopants, $m=\alpha n$ and $p=(1-\alpha)n$, so

$$
f=\frac{1}{2+\alpha/(1-\alpha)}=\frac{1-\alpha}{2-\alpha},
\qquad
\frac12-f=\frac{\alpha}{2(2-\alpha)}\ge0.
$$

The contribution cannot exceed $E/2$. It is 0.193 eV at 500 K by this formula (0.194 eV in the finite crystal described below) and 0.081 eV at 1500 K.

The free fractions and slopes quoted here come from summing $w(F)$ over all possible $F$ in a crystal of 400,000 cations. At five temperatures from 500 to 1500 K, the sums agree with (1) to within 1% of $v$ and with (2) to within 0.01 in $f$. They test the approximations leading from $w(F)$ to (1) and (2), not the pair model expressed by $w(F)$ or the transport assumption.

## Half-filled and filled traps

The vacancy chemical potential $\mu$ gives the physical reason for the difference. For sparse free vacancies, the occupation of a free site is $v/g=e^{\mu/kT}$. Using $v=Kp/m$,

$$
\mu=kT\ln\frac vg=-E-kT\ln z+kT\ln\frac pm .
$$

Dopants act as traps. With trivalent doping at low temperature they are half filled, $p\approx m$, and $\mu$ is pinned at the trap level $-E-kT\ln z$. At 500 K this level is $-0.4896$ eV, and the partition sum gives $\mu=-0.4900$ eV. Free vacancies must be supplied from that level, at the cost of the full $E$.

With divalent doping the traps are nearly full. Inserting $v\approx\sqrt{Kc}$ gives

$$
\mu\approx\frac{kT}{2}\ln\frac{Kc}{g^2}
=\frac12\left[(-E-kT\ln z)+kT\ln\frac cg\right].
$$

This is midway between the trap level and the chemical potential that $c$ free vacancies would have. At 500 K this estimate is $-0.3734$ eV. The partition sum gives $-0.3749$ eV; the difference is the neglected term $\tfrac12kT\ln(p/c)$.

## Reading a measurement

Suppose the trivalent activation energy of 0.984 eV, taken from $\ln(\sigma T)$, is known together with $H_m$. (The slope of $\ln\sigma$ would be lower by about $kT\approx0.05$ eV.) The half rule would give a binding energy of $2(0.984-0.60)\approx0.77$ eV, nearly twice the true 0.40 eV. Conversely, suppose the true binding energy of 0.40 eV is known, together with $H_m$ and the conductivity at 700 K. The half rule then gives an activation energy of 0.800 eV and predicts that cooling to 500 K multiplies $\sigma T$ by $4.97\times10^{-3}$. The model gives $1.46\times10^{-3}$, so the rule overestimates the conductivity at 500 K by a factor of 3.4.

The dependence on dopant content separates the two cases. In the trivalent limit $v\approx K$, so doubling the doping changes $v$ mainly through $g$; at 500 K the factor is 0.963. In the divalent limit $v\approx\sqrt{Kc}$, which with the smaller $g$ gives $\sqrt{2(1.92/1.96)}=1.400$; the larger paired fraction $p/c$ at higher doping adds about 1%, so the factor is about 1.41. If the mobility is unchanged, the conductivity follows the same factors. Dopant shells obstruct paths, however, and on doubling the doping this can change the mobility by several per cent. The reliable signature is therefore the contrast between about 1 and about 1.4, not the last digits.

These conclusions require vacancies to equilibrate between free and bound sites. They also require dilute, separated dopants and simple pairs. If a vacancy binds two dopants at once, if dopants cluster, or if interactions reach well beyond nearest neighbours, (1) no longer describes all the bound states. In a real oxide the last condition is met to some degree, because the defects are charged. A $1/r$ attraction worth 0.40 eV at the nearest site is still about 0.21 eV at the second shell of oxygen sites. The digits quoted here therefore belong to the model. The half contribution is the more fragile limit, since it needs traps and vacancies to be equal in number. If dopants also alter the migration barriers of free vacancies, $H_m$ is no longer a single energy. The ratio of dopants to vacancies must then be combined with a fuller list of sites and barriers before a binding energy can be read from the slope.

## Numbers as computed

```
binding energy E = 0.40 eV
migration energy Hm = 0.60 eV
oxygen sites next to a dopant z = 8
total vacancies n = 0.0050 per cation
cations in partition sum = 400000
trivalent half-contribution temperature T* = 1199.1 K
trivalent: dopants c = 0.0100, free sites g = 1.920 per cation
 T=500.0 K: K=2.230e-05, v=2.210e-05 per cation
  free fraction=0.0044, added=0.991 E = 0.396 eV
 T=700.0 K: K=3.165e-04, v=2.825e-04 per cation
  free fraction=0.0565, added=0.898 E = 0.359 eV
 T=900.0 K: K=1.381e-03, v=9.425e-04 per cation
  free fraction=0.1885, added=0.719 E = 0.288 eV
 T=1199.1 K: K=5.000e-03, v=2.070e-03 per cation
  free fraction=0.4140, added=0.500 E = 0.200 eV
 T=1500.0 K: K=1.087e-02, v=2.895e-03 per cation
  free fraction=0.5789, added=0.365 E = 0.146 eV
divalent: dopants c = 0.0050, free sites g = 1.960 per cation
 T=500.0 K: K=2.277e-05, v=3.256e-04 per cation
  free fraction=0.0651, added=0.484 E = 0.194 eV
 T=700.0 K: K=3.231e-04, v=1.119e-03 per cation
  free fraction=0.2238, added=0.437 E = 0.175 eV
 T=900.0 K: K=1.410e-03, v=2.041e-03 per cation
  free fraction=0.4082, added=0.372 E = 0.149 eV
 T=1199.1 K: K=5.104e-03, v=3.106e-03 per cation
  free fraction=0.6212, added=0.275 E = 0.110 eV
 T=1500.0 K: K=1.110e-02, v=3.738e-03 per cation
  free fraction=0.7476, added=0.201 E = 0.081 eV
trap level -E-kT ln z at 500 K = -0.4896 eV
trivalent vacancy chemical potential, 500 K = -0.4900 eV
divalent vacancy chemical potential, 500 K = -0.3749 eV
free vacancies on doubling doping, 500 K, trivalent: x 0.963
free vacancies on doubling doping, 500 K, divalent: x 1.415
trivalent mean activation energy, 500-700 K = 0.984 eV
divalent mean activation energy, 500-700 K = 0.786 eV
half-rule activation energy = 0.800 eV
trivalent binding inferred by half rule = 0.769 eV
trivalent sigma*T ratio, 500 K/700 K = 1.464e-03
same ratio predicted by half rule = 4.967e-03
half-rule overestimate at 500 K = x 3.39
```
